\section*{Why correlation shrinks the Slater integrals of a free d² ion}

\section*{A spectrum that is too wide}

Take Hartree-Fock radial integrals for Ti$^{2+}$ $3d^2$ and compute the terms. The $^3P$ term comes out $13389\ \mathrm{cm^{-1}}$ above $^3F$, and $^1S$ comes out $42770\ \mathrm{cm^{-1}}$ above it. When excitations of the two $3d$ electrons and of the core are included, these intervals become $10005$ and $31692\ \mathrm{cm^{-1}}$. A crystal-field model that keeps the bare integrals starts from an ion whose terms lie too far apart. A simple cure multiplies $F^2$ and $F^4$ by a single factor of about 0.8. That figure is a rough empirical size, not a theorem. What can be derived is how the missing excitations act as a correction to the integrals.

The treatment is nonrelativistic and in $LS$ coupling. Let $F^k=R^k(dd,dd)$, where
\begin{equation}
R^k(ab,cd)=\iint P_a(r_1)P_b(r_2)\frac{r_<^k}{r_>^{k+1}}P_c(r_1)P_d(r_2)\,dr_1dr_2 .
\end{equation}
Within $d^2$ the energies are $E_0(T)=\mathrm{const}+F^0+f_2F^2+f_4F^4$, with
\begin{equation}
\begin{array}{c|ccccc}
T & {}^3F & {}^3P & {}^1G & {}^1D & {}^1S\\ \hline
49f_2 & -8 & 7 & 4 & -3 & 14\\
441f_4 & -9 & -84 & 1 & 36 & 126
\end{array}
\end{equation}
With the degeneracies $g_T=21,9,9,5,1$ as weights, the averages of $f_2$ and $f_4$ are both $-2/63$. The average pair energy is therefore $F^0-\tfrac{2}{63}(F^2+F^4)$, and the $3d$ orbital is the one that makes the average energy stationary.

\section*{One excited state, solved completely}

Let $d^2$ mix with a single pair $s^2$, where $s$ is an empty orbital. A state with two $s$ electrons is $^1S$, so no other term is affected. The angular parts are
\begin{equation}
|d^2\,{}^1S\rangle=\frac1{\sqrt5}\sum_m(-1)^m|m,-m\rangle,\qquad |s^2\,{}^1S\rangle=|0,0\rangle .
\end{equation}
The Coulomb interaction contains $\sum_q(-1)^qC^k_q(1)C^k_{-q}(2)$, and between $s$ and $d$ only $k=2$ survives, with $\langle 2m|C^2_q|00\rangle=\delta_{mq}/\sqrt5$. Hence
\begin{equation}
v=\frac{1}{\sqrt5}\sum_m(-1)^m(-1)^m\frac1{\sqrt5}\frac1{\sqrt5}R^2(dd,ss)=\frac{R^2(dd,ss)}{\sqrt5}.
\end{equation}
If $s^2$ lies $\Delta>0$ above $d^2\,{}^1S$, the shift $\delta$ of the lower root obeys $\delta(\delta-\Delta)=v^2$, so
\begin{equation}
\delta=\frac{v^2}{\delta-\Delta}=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+v^2}<0 .
\end{equation}
For $\Delta\gg|v|$ this is $-v^2/\Delta$. For $\Delta\to0$ it is $-|v|$, and the lower state is then half $s^2$, so calling it a $d^2$ term with corrected integrals loses its meaning.

\section*{From shifted terms to shifted integrals}

A fit to the spectrum turns five shifts $\delta_T$ into changes of three parameters. Use least squares with weights $g_T$. Subtracting the weighted averages removes $F^0$ and leaves
\begin{equation}
f_2+\tfrac2{63}=\frac{u_T}{441},\qquad f_4+\tfrac2{63}=\frac{v_T}{441},
\end{equation}
where, in the order of the table, $u=(-58,77,50,-13,140)$ and $v=(5,-70,15,50,140)$. The sums $\sum gu^2=166950$, $\sum guv=-31500$ and $\sum gv^2=78750$ give the normal equations
\begin{align}
166950\,\delta F^2-31500\,\delta F^4&=441\textstyle\sum_T g_Tu_T\delta_T,\\
-31500\,\delta F^2+78750\,\delta F^4&=441\textstyle\sum_T g_Tv_T\delta_T .
\end{align}
Their solution is
\begin{align}
\delta F^2&=-3.36\,\delta_{^3F}+1.26\,\delta_{^3P}+1.44\,\delta_{^1G}+0.10\,\delta_{^1D}+0.56\,\delta_{^1S},\label{f2}\\
\delta F^4&=-0.756\,\delta_{^3F}-3.024\,\delta_{^3P}+1.332\,\delta_{^1G}+1.44\,\delta_{^1D}+1.008\,\delta_{^1S}.\label{f4}
\end{align}
Each set of coefficients sums to zero: a common lowering changes neither integral. What matters is the differences between terms.

In the $s^2$ model $\delta F^2=0.56\,\delta$ and $\delta F^4=1.008\,\delta$, both negative. But the fitted function lowers $^1S$ by only
\begin{equation}
\Big(\frac{140}{441}\,0.56+\frac{140}{441}\,1.008+\frac1{45}\Big)\delta=0.52\,\delta ,
\end{equation}
the last term being the change of the average. The other 48 percent of the shift appears as a misfit of $^1S$. Rescaled integrals absorb part of the correlation and leave a remainder.

\section*{All valence pairs}

The same algebra holds when every pair $ab$ outside a frozen core is admitted. For each term let $P$ be the single $d^2$ state, with amplitude $c$, and let $Q$ hold all other pairs, with amplitude vector $\mathbf x$:
\begin{equation}
H_{PP}c+H_{PQ}\mathbf x=Ec,\qquad H_{QP}c+H_{QQ}\mathbf x=E\mathbf x .
\end{equation}
The second equation gives $\mathbf x=(E-H_{QQ})^{-1}H_{QP}c$, provided $E$ is not an eigenvalue of $H_{QQ}$. The first then gives
\begin{equation}
\delta_T=E-H_{PP}=H_{PQ}(E-H_{QQ})^{-1}H_{QP}.
\end{equation}
The lowest root cannot lie above $H_{PP}$, by the variational principle, so the total shift is not positive. The product $H_{PQ}\mathbf x/c$ is a sum over pairs, so $\delta_T$ splits additively into channels, and (\ref{f2}) and (\ref{f4}) preserve the split.

For $a\ne b$ the antisymmetrised pair state is $(|ab\rangle+(-1)^SP_{12}|ab\rangle)/\sqrt2$ in its spatial part. Both pieces couple equally to $d^2$, because $P_{12}|dd\,L\rangle=(-1)^L|dd\,L\rangle$ and $L+S$ is even. The coupling is thus $\sqrt2$ times the simple product element; for $a=b$ the factor is 1. Coupling the two one-electron angular factors to total $L$ gives that element as
\begin{equation}
\sum_k(-1)^{l_a+L}
\begin{Bmatrix}2&2&L\\ l_b&l_a&k\end{Bmatrix}
\langle2\|C^k\|l_a\rangle\langle2\|C^k\|l_b\rangle R^k(dd,ab).
\end{equation}
The lowest $LS$ energy of each term and its orbital degeneracy were tested against diagonalization in the uncoupled basis, in a small set of $s$, $p$, $d$ and $f$ orbitals.

Radial excitations keep both electrons in $d$ orbitals. For one electron promoted to $d'$ there is also a one-body element. The average-field condition fixes it at $-[R^0-\frac2{63}(R^2+R^4)]$, all integrals being $R^k(dd,dd')$. Adding the Coulomb element cancels $R^0$:
\begin{equation}
\langle d^2T|H|dd'T\rangle=\sqrt2\sum_{k=2,4}\Big(f_k+\frac2{63}\Big)R^k(dd,dd').
\end{equation}
This is the orbital's response to the difference between a term and the average. Excitations $d'd''$ add radial correlation proper. The angular channels put at least one electron into another $l$ and let the electrons avoid each other in direction.

For Ti$^{2+}$ the valence shifts of $^3F$, $^3P$, $^1G$, $^1D$, $^1S$ are $-1620$, $-3177$, $-3254$, $-3622$, $-10898\ \mathrm{cm^{-1}}$. Equation (\ref{f2}) then reads
\begin{equation}
\delta F^2=5443-4003-4686-362-6103\approx-9710\ \mathrm{cm^{-1}},
\end{equation}
and (\ref{f4}) gives $\delta F^4\approx-9703\ \mathrm{cm^{-1}}$. These values hold for a finite basis with $l\le5$; a converged radial basis with $l\le8$ gives about $-10050$ and $-10180\ \mathrm{cm^{-1}}$, the change lying in the angular channels. The lowering does not simply follow the repulsion: $^1D$ is lowered more than $^3P$ and $^1G$, though it lies below both. Measured from $^3F$, the extra lowering of $^1S$ is $9278\ \mathrm{cm^{-1}}$. It supplies $-5196$ of $\delta F^2$ and $-9352$ of $\delta F^4$, close to the whole of the latter. This is so only because the contributions of $^3P$, $^1G$ and $^1D$ to $\delta F^4$, about $+4708$, $-2176$ and $-2883\ \mathrm{cm^{-1}}$ on the same reference, nearly cancel for this ion.

Radial channels contribute $(-3752,-3906)\ \mathrm{cm^{-1}}$ to $(F^2,F^4)$, and angular channels $(-5958,-5797)$. The largest angular channel is $f^2$, with $(-3300,-1455)$. The $s^2$ channel, summed over all pairs of empty $s$ orbitals, gives $(-322,-580)$, which is $(0.56,1.008)$ times a $^1S$ shift of $-575\ \mathrm{cm^{-1}}$, as the solvable model requires.

\section*{The core takes part}

Valence pairs bring the ratios to 0.855 for $F^2$ and 0.767 for $F^4$. Core electrons also respond, and here they are treated to second order with average-field orbital energies: excited $d$ orbitals see one $3d$ electron, the other empty orbitals see two. This choice matters. If all empty orbitals see one $3d$ electron, the total core change of each integral of Ti$^{2+}$ moves by about $+540\ \mathrm{cm^{-1}}$.

One $d$ electron can lift a core electron from $c$ to $a$, and the other can bring it back. Here $a$ is any orbital outside the core, $3d$ included. Summing over magnetic quantum numbers,
\begin{equation}
\sum_{m_cm_a}\langle c|C^k_{-q}|a\rangle\langle a|C^{k'}_{-q'}|c\rangle
=\delta_{kk'}\delta_{q',-q}(-1)^q\frac{\langle c\|C^k\|a\rangle^2}{2k+1}.
\end{equation}
The $d$-electron factors combine to $\sum_q(-1)^qC^k_q(1)C^k_{-q}(2)$, the form of the original repulsion. Two core spins and two time orders give a factor 4:
\begin{equation}
\Delta F^k_{\rm dir}=-\frac{4}{2k+1}\sum_{ca}\frac{\langle c\|C^k\|a\rangle^2[R^k(dc,da)]^2}{\varepsilon_a-\varepsilon_c}<0 .
\end{equation}
This is screening by a polarisable core. For Ti$^{2+}$ it gives $(-15606,-2258)\ \mathrm{cm^{-1}}$.

Screening alone would be a misleading account, because core and valence electrons also exchange. In spin orbitals, with $\langle cp\|ar\rangle=\langle cp|ar\rangle-\langle cp|ra\rangle$, one interaction promotes the core electron while $s\to q$, and the other returns it while $r\to p$. The identity $p^\dagger r\,q^\dagger s=p^\dagger q^\dagger s\,r+\delta_{rq}p^\dagger s$ separates the two-electron part, whose coefficient is
\begin{equation}
w_{pqrs}=-\sum_{ca}\frac{\langle cp\|ar\rangle\langle cs\|aq\rangle}{\varepsilon_a-\varepsilon_c}.
\end{equation}
Its antisymmetrised element is $w_{pqrs}-w_{pqsr}+w_{qpsr}-w_{qprs}$. All parts beyond the direct one sum to $(+17394,+8702)\ \mathrm{cm^{-1}}$. In Ti$^{2+}$ they more than cancel the screening, so single-electron core polarisation as a whole raises both integrals of this ion.

The third process lifts two core electrons into $3d$. In the bare core such excitations lower the energy. One $d$ electron in $p$ blocks every excitation that needs $p$, and likewise for $q$. The excitation that needs both has been counted as lost twice but is lost once. Correcting the count leaves a pair energy
\begin{equation}
-\sum_{c<c'}\frac{|\langle cc'\|pq\rangle|^2}{2\varepsilon_d-\varepsilon_c-\varepsilon_{c'}} ,
\end{equation}
which contributes $(-7139,-6184)\ \mathrm{cm^{-1}}$. Altogether
\begin{align}
F^2_{\rm eff}&=66870-9710-15606+17394-7139\approx51810\ \mathrm{cm^{-1}},\\
F^4_{\rm eff}&=41639-9703-2258+8702-6184=32196\ \mathrm{cm^{-1}}.
\end{align}
The ratios to the bare integrals are 0.775 and 0.773 in this basis. With $l\le8$ they are 0.770 and 0.762, or 0.778 and 0.775 with the other choice of orbital energies, so only two digits are meaningful. Their near equality is not a common scaling law: the core changes $F^2$ by $-5351\ \mathrm{cm^{-1}}$ and $F^4$ by $+260\ \mathrm{cm^{-1}}$, after large cancellations.

\section*{What the factor depends on}

Three parameters cannot carry five independent shifts. The weighted root-mean-square misfit for Ti$^{2+}$ is $545\ \mathrm{cm^{-1}}$. Adding $\alpha L(L+1)$ and a separate $^1S$ parameter reproduces all five energies, with $\alpha\approx95\ \mathrm{cm^{-1}}$, and the ratios become 0.788 and 0.731. A scale factor therefore belongs to a fitting convention as well as to an ion.

A higher nuclear charge $Z$ with the same electron number gives a second case. At leading order in large $Z$, Coulomb integrals grow as $Z$ and gaps between different principal quantum numbers as $Z^2$. Valence shifts, $v^2/\Delta$, then tend to constants, while $F^k$ grows as $Z$. For Fe$^{6+}$ the bare integrals are $119944$ and $76134\ \mathrm{cm^{-1}}$, and the valence-only ratios rise to 0.924 and 0.881. These correspond to reductions of about $9100\ \mathrm{cm^{-1}}$ each, close to those in Ti$^{2+}$. With $l\le8$ the reductions are about $9640$ and $9850\ \mathrm{cm^{-1}}$ and the ratios 0.920 and 0.871.

Excitations from $3s$ and $3p$ into $3d$ behave differently. Their gaps grow only as $Z$, since hydrogenic levels of equal principal quantum number coincide, so their shifts can grow as fast as $F^k$. The full ratio need not approach 1, and second order is not assured for them in that limit. With the core included, Fe$^{6+}$ has ratios 0.844 and 0.890 in the three-parameter fit and 0.852 and 0.821 in the five-parameter fit. In either fit both ratios exceed those of Ti$^{2+}$, and the $F^4$ ratio depends strongly on the convention.

These values belong to a finite orbital basis with $l\le5$. A converged radial basis with $l\le8$ lowers the $F^2$ ratios by 0.004 to 0.007 and the $F^4$ ratios by 0.010 to 0.014 in both ions and both fits, and moves the $^1S$ interval of Ti$^{2+}$ from $31692$ to about $31500\ \mathrm{cm^{-1}}$. They omit relativity, higher-order core correlation and the coupling between core and valence corrections. Because the core terms cancel strongly, the omitted terms could move the ratios noticeably. The numerical output gives the remaining channels.

\section*{Computed values}
\begin{verbatim}
Ti2+ 3d2, average-of-configuration Hartree-Fock
total energy -847.6924 hartree; -E/T = 1.000000
HF F2 = 66870 cm^-1, F4 = 41639 cm^-1
term: energy above 3F in cm^-1 (HF, +valence, +core); valence shift; d2 weight
3F: 0, 0, 0; -1620; 0.9976
3P: 13389, 11832, 10005; -3177; 0.9957
1G: 17321, 15687, 14351; -3254; 0.9949
1D: 11072, 9071, 7910; -3622; 0.9943
1S: 42770, 33492, 31692; -10898; 0.9781
valence channel: change of F2, F4 in cm^-1
pf: -324, -517
dd: -3752, -3906
dg: -266, -1026
ff: -3300, -1455
fh: -58, -229
gg: -605, -460
hh: -189, -188
pp: -703, -883
sg: -119, -110
ph: -51, -47
sd: -21, -301
ss: -322, -580
radial (dd) sum: -3752, -3906 cm^-1
angular (other) sum: -5958, -5797 cm^-1
all valence: -9710, -9703 cm^-1
core direct polarisation: -15606, -2258 cm^-1
core exchange polarisation: 17394, 8702 cm^-1
core pair into 3d: -7139, -6184 cm^-1
Ti2+ HF F2, F4: 66870, 41639 cm^-1
Ti2+ effective F2, F4: 51810, 32196 cm^-1
Ti2+ ratios F2, F4, valence only: 0.855, 0.767
Ti2+ ratios F2, F4, with core: 0.775, 0.773
Ti2+ five-parameter ratios: 0.788, 0.731
Ti2+ alpha = 94.9, 1S term = -135, three-parameter rms = 545 cm^-1
Fe6+ HF F2, F4: 119944, 76134 cm^-1
Fe6+ effective F2, F4: 101226, 67722 cm^-1
Fe6+ ratios F2, F4, valence only: 0.924, 0.881
Fe6+ ratios F2, F4, with core: 0.844, 0.890
Fe6+ five-parameter ratios: 0.852, 0.821
Fe6+ alpha = 195.2, 1S term = 1251, three-parameter rms = 1039 cm^-1
\end{verbatim}
